# Six neighbours, two percolation thresholds: why coordination number is not enough

Mix conducting and insulating grains, all 20 nm across, so that 40% of them conduct. Spread them as a close-packed monolayer and the layer insulates: of 250 simulated patches, each 2.56 µm on a side, none is crossed by a connected conducting path. Stack the same mixture as a 25-layer film on a simple-cubic lattice and it conducts, with a simulated sheet resistance of about 4.9 kΩ per square. Yet a grain inside the monolayer touches six others, and so does a grain inside the film. On average \(6\times0.40=2.4\) of them conduct, in both cases.

Thickness by itself does not explain this. Twenty-five equal layers in parallel have 25 times the conductance of one, but 25 times zero is zero. The two structures lie on opposite sides of their percolation thresholds, although their coordination number \(z=6\) is the same.

## The belief and its appeal

The model is site percolation. Each lattice site is occupied, here by a conducting grain, with probability \(p\), independently of all others. Occupied nearest neighbours are connected, and connected sites form clusters. The threshold \(p_c\) is the value of \(p\) above which an infinite lattice contains an infinite cluster.

The belief is that \(z\) fixes \(p_c\). It has two good arguments behind it.

First, extra contacts do help. Draw one diagonal in every cell of a square lattice, all in the same direction, and the result is connected like the triangular lattice. The sites and their occupation are unchanged, so every cluster stays the same or grows, and the threshold cannot rise. This compares a lattice with itself plus extra contacts, however. It says nothing about two different lattices with equal \(z\).

Second, there is a structure for which \(z\) does give the answer: the infinite tree, in which every site has \(z\) neighbours and there are no closed loops. A site reached from one neighbour has \(z-1\) others, all new. Let \(s\) be the probability that a given neighbour is occupied and starts an endless occupied branch. It must be occupied, and at least one of its \(z-1\) onward branches must be endless:
\[
s=p\left[1-(1-s)^{z-1}\right].
\]
The right-hand side is a concave function of \(s\), starts at zero, and has slope \(p(z-1)\) there. If this slope is at most one, the curve stays below the line \(s\) for all \(s>0\), and the only solution is \(s=0\). If it exceeds one, the curve starts above the line but ends at or below it at \(s=1\), so a positive solution exists. That solution is the physical one: the probability of surviving \(n\) generations starts at one and decreases with \(n\) towards the largest solution. Hence
\[
p_c^{\rm tree}=\frac{1}{z-1}=\frac15\qquad(z=6).
\]

On other lattices this number survives as a bound. An \(n\)-step path that never revisits a site has at most \(z\) choices for its first step and \(z-1\) for each later one. Given an occupied starting site, the expected number of fully occupied paths is therefore at most
\[
z(z-1)^{n-1}p^n=\frac{z}{z-1}\,[(z-1)p]^n .
\]
If \(p<1/(z-1)\), this tends to zero as \(n\) grows. An infinite cluster would supply such a path for every \(n\), so it cannot exist. Thus \(p_c\ge1/(z-1)\) for every lattice of coordination \(z\). Coordination sets a floor, and the distance above the floor depends on how the neighbours are arranged.

## Neighbours that lead nowhere new

Suppose a path on the triangular lattice has just stepped from site \(a\) to site \(b\). The six neighbours of \(b\) are \(a\) itself, two sites that also touch \(a\), and three that do not. A step to one of the middle two reaches a site that was already available from \(a\).

To turn this into a bound, consider the shortest occupied path from the origin to a distant site of its cluster. Such a path has no shortcuts: two of its sites that are not consecutive can never be neighbours, or the path could be shortened. After the first step, each further step then has at most three choices. The expected number of occupied shortcut-free paths of \(n\) steps is at most
\[
6\cdot3^{\,n-1}p^n=2(3p)^n,
\]
which vanishes for large \(n\) if \(p<1/3\). Therefore \(p_c^{\rm tri}\ge1/3\).

Direct counting shows the difference between the lattices. For one to five steps, the triangular lattice has 6, 18, 54, 162 and 474 shortcut-free paths; the cubic lattice has 6, 30, 126, 534 and 2214. The bound \(6\cdot3^{n-1}\) is met up to four steps. At five steps it gives 486, which is 12 too many. These are the paths that go round a hexagon and end beside their starting point: six first directions, two senses of rotation.

On the cubic lattice no two neighbours of a site touch each other, so all five onward steps survive at first. Losses begin at the third step, where \(30\times5=150\) falls to 126. The missing 24 are U-turns: six first directions times four sideways steps, each followed by a step back. Both lattices have loops, but those of the triangular lattice are shorter and take effect sooner. Such counts give bounds; they do not fix the threshold. The three-dimensional pyrochlore lattice of corner-sharing tetrahedra also has \(z=6\) and the same five counts as the triangular lattice, yet its threshold is near 0.39.

## The triangular threshold is one half

The value \(1/3\) is only a bound. The actual threshold follows from a symmetry between occupied and vacant sites.

Take a rhombus of \(L\times L\) triangular-lattice sites and draw each site as a hexagonal cell. The claim is that either occupied cells connect top to bottom, or vacant cells connect left to right, and never both.

To see that at least one connection exists, attach an occupied strip along the top and another along the bottom, and vacant strips along the left and right. Draw every cell edge that separates an occupied cell from a vacant one. Three cells meet at each vertex. If all three are alike, no drawn edge ends there; otherwise exactly two do. The drawn edges therefore form curves that do not branch, and their only loose ends are at the four outer corners, where strips of different kind meet.

Follow the curve inwards from the top-left corner. The occupied top strip is on its left-hand side and the vacant left strip on its right, and this stays true all along the curve. It cannot leave at the bottom-right corner, because there the vacant strip would be on its left. Two exits remain:

- At the bottom-left corner, the occupied cells along the curve's left side join the top strip to the bottom strip.
- At the top-right corner, the vacant cells along its right side join the left strip to the right strip.

Successive cells on one side of the curve are identical or touching, because three cells meet at each vertex, so these chains are connected. Both crossings cannot occur together: two such paths in a plane would have to meet, and the links of the triangular lattice meet only at sites. A site cannot be both occupied and vacant.

Let \(R_L(p)\) be the probability of an occupied top-to-bottom crossing. Vacant sites occur with probability \(1-p\), and reflection in a diagonal of the rhombus exchanges its two pairs of sides. A vacant left-to-right crossing therefore has probability \(R_L(1-p)\). Since exactly one of the two events happens,
\[
R_L(p)+R_L(1-p)=1,\qquad R_L(\tfrac12)=\tfrac12
\]
for every \(L\).

One property of percolation is now used without proof: the threshold is sharp. As \(L\to\infty\), the crossing probability tends to zero below \(p_c\) and to one above it. If \(p_c\) were greater than \(1/2\), then \(R_L(1/2)\) would tend to zero; if it were smaller, to one. It stays at \(1/2\), so
\[
p_c^{\rm tri}=\tfrac12 .
\]

All 65,536 configurations of a \(4\times4\) rhombus obey the rule, and 32,768 of them, exactly half, are crossed. On the square lattice the rule holds in only 44,386 configurations. In the other 21,150 neither crossing exists, because four cells meet at a corner, and a diagonal contact blocks one kind of site without connecting the other.

Sharpness can be watched in simulation. Give each site a fixed random number between 0 and 1, and occupy it when \(p\) exceeds that number. Each sample then has its own threshold, the smallest \(p\) at which it is crossed. The standard deviation of these thresholds falls from 0.041 at \(L=32\) to 0.014 at \(L=128\). Their mean at \(L=128\) is \(0.5014\pm0.0009\), within 1.6 standard errors of one half.

## Why the cubic lattice cannot do worse

The two lattices can be compared directly. Let the three cubic unit steps be \(\mathbf e_1,\mathbf e_2,\mathbf e_3\), and look along the body diagonal. The steps project onto three plane vectors at 120° to one another, with
\[
\mathbf a_1+\mathbf a_2+\mathbf a_3=0 .
\]
The six vectors \(\pm\mathbf a_i\) are the neighbour steps of a triangular lattice. The six neighbours of a cubic site thus project one-to-one onto the six neighbours of its image.

Now grow a triangular cluster from an occupied origin, and assign to each of its sites one cubic site, its lift. Suppose site \(t\) is occupied and has lift \(c\), and its neighbour \(t+\mathbf a_i\) has not been examined. Decide the state of that neighbour by looking at the cubic site \(c+\mathbf e_i\), which becomes its lift. Steps \(-\mathbf a_i\) are treated in the same way. This cubic site has not been used before, since all lifts used so far project onto other triangular sites. Its state is therefore a fresh independent draw with probability \(p\), as triangular percolation requires.

Every occupied triangular site found in this way has its own occupied lift, connected to the cubic origin. The cubic cluster is at least as large as the triangular one. If the second is infinite, so is the first, and \(p_c^{\rm cubic}\le p_c^{\rm tri}\).

The same construction takes the tree onto the cubic lattice: label the six branches at each tree site by \(\pm\mathbf e_i\) and add up the steps. Together,
\[
\tfrac15=p_c^{\rm tree}\le p_c^{\rm cubic}\le p_c^{\rm tri}=\tfrac12\qquad(z=6).
\]
Each projection makes distinct sites coincide and so closes loops, while the number of neighbours stays at six.

Exact enumeration of small clusters shows the ordering at \(p=0.40\). Given an occupied starting site, the probability that its cluster has at least six sites is 0.930 on the tree, 0.920 on the cubic lattice and 0.816 on the triangular lattice. The ordering also held at all 19 values of \(p\) tested between 0.05 and 0.95. These numbers concern small clusters; they do not locate the thresholds.

## The cubic value

The inequality allows the cubic threshold to equal \(1/2\). Simulation shows that it does not. In cubes of edge \(L\), let \(m_L\) be the mean sample threshold and \(s_L\) its standard deviation. To leading order for large \(L\), finite-size scaling gives both the same power law:
\[
m_L=p_c+A L^{-1/\nu},\qquad s_L=B L^{-1/\nu},
\]
where \(\nu\) is the correlation-length exponent. Substituting \(L^{-1/\nu}=s_L/B\) gives a straight line, \(m_L=p_c+(A/B)s_L\). Two sizes, labelled 1 and 2, determine its slope, \(A/B=(m_1-m_2)/(s_1-s_2)\), and hence its value at zero width:
\[
p_c=m_2-\frac{m_1-m_2}{s_1-s_2}\,s_2=\frac{m_2s_1-m_1s_2}{s_1-s_2}.
\]
No value of \(\nu\) is needed. With \(L=14\) and \(L=36\),
\[
p_c^{\rm cubic}\approx\frac{0.3158\times0.0269-0.3250\times0.0101}{0.0269-0.0101}\approx0.310 .
\]
The statistical error is 0.0013; corrections beyond the leading power are not included in it. The result agrees with the commonly quoted value near 0.312. It lies below \(1/3\), which the triangular threshold cannot go under, and far below \(1/2\).

## Dimension and coordination together

One might try to save the belief by saying that \(z\) fixes the threshold once the dimension is given. The square and kagome lattices are both planar with \(z=4\). The kagome lattice is a triangular lattice with a regular quarter of its sites removed. Their simulated thresholds are \(0.592\pm0.001\) and \(0.654\pm0.001\). The kagome value agrees with the known closed form \(1-2\sin(\pi/18)=0.6527\), which is not derived here. The difference of about 0.06 is many times the statistical error.

A better rough guide is the fraction of space filled by conducting grains at threshold. Draw touching discs or spheres of diameter \(d\) around the sites. On the triangular lattice each site owns an area \(\sqrt3d^2/2\), so the discs cover
\[
\frac{\pi d^2/4}{\sqrt3d^2/2}=\frac{\pi}{2\sqrt3}=0.907
\]
of the plane. The corresponding fractions are \(\pi/4=0.785\) for the square lattice, three quarters of 0.907, or 0.680, for kagome, and \(\pi/6=0.524\) for the cubic lattice. Multiplied by the simulated thresholds, they give 0.455, 0.465 and 0.445 for the three planar lattices, and 0.162 for the cubic one. The planar values agree within 5%, while the largest of their thresholds exceeds the smallest by about 30%. This is an empirical regularity in three planar lattices, not a law: the honeycomb lattice, with covered fraction \(\pi/(3\sqrt3)=0.605\) and threshold near 0.70, gives about 0.42, some 10% below the square value. It does not carry over from two dimensions to three.

## Reading the film

In the example, grain size, conducting fraction and random mixing are held fixed, and the structure changes. The fraction 0.40 lies above the bulk cubic threshold and below the triangular one. A film of finite thickness has a higher threshold than the bulk, but all six simulated 25-layer samples conduct at 0.40. For the monolayer, the range of \(p\) around the threshold in which patch size matters narrows as the patch grows: at \(L=128\) the monolayer is about seven standard deviations short of its mean threshold, and the most favourable of the 250 patches would have needed \(p=0.462\). At \(L=32\) the distance is only about 2.4 standard deviations, so a very small patch may occasionally conduct.

The opposite limit of thickness is also instructive. A single layer cut from the cubic stack is a square lattice. Its threshold, 0.592, is above 0.40, so it insulates as well.

The sheet resistance comes from Kirchhoff's equations, with a resistance \(R_c=3\) kΩ at each contact between conducting grains. In a fully occupied film of \(N\) layers, \(W\) grains wide and \(\ell\) contacts long, current flows along \(WN\) parallel chains of resistance \(\ell R_c\). Dilution multiplies the conductance by a factor \(g\). For a square, \(\ell=W\), and
\[
R_\square=\frac{R_c}{gN}=\frac{3\ \text{k}\Omega}{0.0245\times25}\approx4.9\ \text{k}\Omega .
\]
The factor \(g\) is the mean of six samples of \(36\times36\times25\) grains and has a standard error of 3%, which does not include the effects of the electrodes and side edges of such small samples. Although 40% of the sites conduct, the film keeps only 2.5% of the full conductance. Being connected is not the same as conducting well.

The parameters are meant for tin-doped indium oxide grains mixed with silica grains, and are rough. A grain size of 20 nm and a carrier density of \(5\times10^{20}\) cm⁻³ are ordinary for such oxide particles. A contact resistance of 3 kΩ presumes well-joined grains; poorly joined ones can be far more resistive, and \(R_\square\) rises in proportion if all contacts change alike. Simple-cubic stacking is an idealization, since real grains pack irregularly. Two defects were simulated separately. In samples of the same size, \(R_\square\) rises to about 15 kΩ with 10% of the sites empty at random, and to about 11 kΩ with 10% of the contacts missing. The statistical errors are about 6% and 5%. The first case lies closer to the threshold, where sample size matters more, so its value for a large film may be noticeably different. Clustering of like grains, which breaks the assumption of independence, was not modelled and could move the threshold either way.

The effect of random voids on the threshold is simple. If a fraction \(v\) of sites is empty and a fraction \(c\) of the grains conducts, a site is conducting with probability \(p=c(1-v)\). The threshold in grain fraction is therefore \(p_c/(1-v)\). For \(v=0.10\) it is 0.345 in the bulk cubic stack and 0.556 in the monolayer, still on either side of 0.40. In a thick cubic film, conduction at \(c=0.40\) would end at \(v=1-0.310/0.40\approx0.22\). A film of finite thickness fails no later than this, since it is only part of the bulk lattice. For 25 layers the threshold is near 0.325, so the film of the example would stop conducting at about \(v=0.19\).

Other omissions can be sized:

- **Tunnelling.** Second neighbours in the cubic stack are separated by \((\sqrt2-1)\times20=8.3\) nm. For a 3 eV barrier and half the free-electron mass, the tunnelling factor is about \(10^{-45}\). This does not cover grains that nearly touch, with gaps of a nanometre or less.
- **Charging.** Adding an electron to an isolated grain costs about 29 meV for a relative permittivity of 2.5, close to \(k_BT=26\) meV at 300 K. The contact resistance is below \(h/2e^2=12.9\) kΩ, which weakens charging effects but does not remove them. With poorer contacts or on cooling, they could raise the resistance noticeably.
- **Carrier statistics.** The Fermi energy, 0.66 eV for an effective mass of 0.35 electron masses, is far above \(k_BT\). The carriers are degenerate, and their density changes little with temperature.
- **Breakdown.** One volt across a single 14.6 nm second-neighbour gap of the monolayer gives a mean field of 0.68 MV/cm. This is well below the roughly 10 MV/cm that good silica withstands. Between touching spheres, however, the straight gap runs through the pores, so leakage along grain surfaces or through the pores may set a lower limit, which is not estimated here.

None of these estimates restores the belief. Six neighbours guarantee that the threshold is at least 0.2. Whether it is 0.31, 0.39 or 0.50 depends on the closed loops of the lattice at all sizes, and so on its dimension. Neither the number of neighbours nor the count of the shortest loops settles it.

## Calculated quantities

```
neighbours: triangular 6, cubic 6
4x4 rhombus configurations: 65536
triangular: crossed 32768, exactly-one rule holds in 65536
square: crossed 22193, exactly-one rule holds in 44386
shortcut-free paths, 1-5 steps, triangular: [6, 18, 54, 162, 474]
shortcut-free paths, 1-5 steps, cubic: [6, 30, 126, 534, 2214]
chance of cluster >= 6 sites at p=0.40, tree: 0.9296
chance of cluster >= 6 sites at p=0.40, cubic: 0.9203
chance of cluster >= 6 sites at p=0.40, triangular: 0.8163
tree threshold 1/(z-1): 0.2000
triangular threshold, L=128: 0.5014 +- 0.0009
triangular width: L=32 0.0409, L=128 0.0137
cubic L=14: mean 0.3250, width 0.0269
cubic L=36: mean 0.3158, width 0.0101
cubic threshold, zero width: 0.3103 +- 0.0013
square threshold (z=4): 0.5924 +- 0.0009
kagome threshold (z=4): 0.6541 +- 0.0010
kagome closed form: 0.6527
triangular: packing 0.9069, critical filled part 0.455
square: packing 0.7854, critical filled part 0.465
kagome: packing 0.6802, critical filled part 0.445
cubic: packing 0.5236, critical filled part 0.162
EXAMPLE: conducting fraction 0.40, grain 20 nm
film: 25 layers, 500 nm thick; contact 3.0 kohm
simulated film area: 36 x 36 grains, 6 samples
monolayers crossed at this fraction: 0 of 250, edge 2.56 um
lowest monolayer sample threshold: 0.462
film: g = 0.0245 +- 0.0007, sheet 4.89 kohm/sq
film, 10% voids: g = 0.0079 +- 0.0005, sheet 15.13 kohm/sq
film, 10% contacts missing: g = 0.0110 +- 0.0005, sheet 10.88 kohm/sq
threshold in grain fraction with 10% voids: cubic 0.345, triangular 0.556
void part that would stop the film: 0.224
second-neighbour gap: cubic 8.28 nm, triangular 14.64 nm
barrier 3.0 eV, mass 0.5 m_e: log10 tunnelling factor (cubic gap) -45.1
charging energy 28.8 meV (permittivity 2.5); kT 25.9 meV at 300 K
resistance quantum h/2e^2: 12.91 kohm
carriers 5e+20 cm^-3, mass 0.35 m_e: Fermi energy 0.66 eV
field with 1 V across one monolayer gap: 0.68 MV/cm
```
